# The 2D Raman Band of Monolayer and AB Bilayer Graphene

**Question.** Monolayer graphene shows a single, nearly Lorentzian 2D peak in its Raman spectrum. The 2D band of AB-stacked bilayer graphene is broader and is customarily fitted with four lines. What does double-resonant scattering say about this difference, and do the four components have four different frequencies?

**Answer.**

### The process and its resonance

The 2D band comes from the emission of two phonons with opposite wave vectors, $\mathbf q$ and $-\mathbf q$. Light carries almost no momentum, so in a perfect crystal one phonon alone could not have a large wave vector. The phonons belong to the transverse optical (TO) branch near the corner of the Brillouin zone, and each moves a carrier between the valleys $K$ and $K'$.

A photon of energy $E_L$ creates an electron and a hole at $\mathbf k$ near $K$. The electron emits one phonon and the hole the other. Both arrive at $\mathbf k'$ near $K'$, where they recombine. I write wave vectors as energies, $\kappa=\hbar v k$, with $v$ the Dirac velocity and $\mathbf k$, $\mathbf k'$ measured from their own valley corners; $q$ likewise stands for $\hbar v$ times the phonon wave vector, measured from the zone corner. Electron and hole bands are taken as mirror images, $\pm\varepsilon$. The amplitude is a sum over $\mathbf k$ of four matrix elements divided by

$$D_1=E_L-2\varepsilon(\mathbf k)+i\Gamma,$$
$$D_2=E_L-\hbar\omega-\varepsilon(\mathbf k)-\varepsilon(\mathbf k')+i\Gamma,$$
$$D_3=E_L-2\hbar\omega-2\varepsilon(\mathbf k')+i\Gamma .$$

Here $\Gamma$ is the broadening of a pair state, taken constant. All three real parts vanish together when $\varepsilon(\mathbf k)=E_L/2$ and $\varepsilon(\mathbf k')=E_L/2-\hbar\omega$. The resonance fixes the lengths of $\mathbf k$ and $\mathbf k'$; the angle between them is settled by the phonon coupling together with the sum over $\mathbf k$.

### Why the monolayer has one wave vector

In the sublattice basis $(A,B)$ the Hamiltonian at $K$ is

$$H_K=\begin{pmatrix}0&\pi^*\\ \pi&0\end{pmatrix},\qquad \pi=\kappa_x+i\kappa_y .$$

Time reversal gives $H_{K'}(\mathbf k)=H_K(-\mathbf k)^*$, so $\pi$ becomes $-\kappa_x+i\kappa_y$ at $K'$.

A phonon modulates the bonds $\boldsymbol\delta_j$ from $A$ to its three $B$ neighbours by amounts $s_j$. It therefore connects $A$ with $B$:

$$\langle A,\mathbf k'|\delta H|B,\mathbf k\rangle=\sum_j s_je^{i\mathbf k\cdot\boldsymbol\delta_j},\qquad
\langle B,\mathbf k'|\delta H|A,\mathbf k\rangle=\sum_j s_je^{-i\mathbf k'\cdot\boldsymbol\delta_j}.$$

In these two sums the wave vectors are full ones. At the corners, $\mathbf k=\mathbf K$ and $\mathbf k'=-\mathbf K$, so the sums are equal and the coupling is $g\sigma_x$.

To see that $g\neq0$, write the phases $e^{i\mathbf K\cdot\boldsymbol\delta_j}$ as $\zeta^j$ with $\zeta^3=1$. Bond directions contain the patterns $\zeta^{\pm j}$. Motion of $A$ atoms stretches bonds in these patterns; motion of $B$ atoms has an extra factor $\zeta^j$ and gives $\zeta^{2j}=\zeta^{-j}$ and $1$. Both sublattices can contribute to $\zeta^{-j}$, which makes it the stiffest mode in a bond-spring model. This is the TO mode, and its sum $\sum_j\zeta^{-j}\zeta^j=3$ does not vanish.

For polar angles $\phi,\phi'$ the electron states are $(1,e^{i\phi})/\sqrt2$ at $K$ and $(1,-e^{-i\phi'})/\sqrt2$ at $K'$. Hence

$$|\langle\phi'|\sigma_x|\phi\rangle|^2=\tfrac14|e^{i\phi}-e^{i\phi'}|^2=\sin^2\frac{\phi-\phi'}2 .$$

Forward scattering vanishes and backscattering is strongest. At angles in between the coupling is not small, but the contributions largely cancel in the sum over $\mathbf k$; the next section shows this for angles near backscattering. In backscattering the two lengths add. With $\varepsilon=\kappa$,

$$q_0=\frac{E_L}{2}+\left(\frac{E_L}{2}-\hbar\omega\right)=E_L-\hbar\omega .$$

### Why the line is nearly Lorentzian

Take $\mathbf q$ along $x$ and let $y$ be the transverse part of $\mathbf k$. To second order in $y$,

$$\varepsilon(\mathbf k)+\varepsilon(\mathbf k')=q+by^2,\qquad b=\frac12\left(\frac1\kappa+\frac1{\kappa'}\right).$$

Matrix elements vary slowly near resonance and are held constant. At fixed $y$, use $u=\varepsilon(\mathbf k)$ as the variable along $\mathbf q$. Then $D_1$ contains $-2u$, $D_3$ contains $+2u$, and $D_1+D_3=2D_2$ is independent of $u$. Therefore

$$\int\frac{du}{D_1D_3}=\frac1{2D_2}\int du\left(\frac1{D_1}+\frac1{D_3}\right)=-\frac{i\pi}{2D_2}.$$

Each term in the bracket contributes $-i\pi/2$, because its real part is odd about the resonance. The remaining $1/D_2$ makes the integrand $1/D_2^2$. Put $z=D+i\Gamma$ with $D=E_L-\hbar\omega-q$, so that $D_2=z-by^2$. The residue theorem gives

$$\int\frac{dy}{z-by^2}=-\frac{i\pi}{\sqrt{bz}},$$

and applying $-d/dz$ to both sides gives

$$\int\frac{dy}{(z-by^2)^2}=-\frac{i\pi}{2\sqrt b}\,z^{-3/2}.$$

The intensity is thus

$$I\propto\frac1{(D^2+\Gamma^2)^{3/2}} .$$

Half height requires $(1+D^2/\Gamma^2)^{3/2}=2$, so the full width at half maximum is $2\Gamma\sqrt{2^{2/3}-1}\approx1.53\,\Gamma$. This is a single peak whose tails fall faster than those of a Lorentzian.

If the electron emits both phonons, the pair returns to $\mathbf k$ and the last denominator is $E_L-2\hbar\omega-2u+i\Gamma$. Its pole lies on the same side of the real axis as that of $D_1$, and the integral over $u$ vanishes at this order. This is why the electron–hole process dominates.

### What the second layer does to the bands

In AB stacking, $B_1$ lies next to $A_2$, with coupling $\gamma_1$. I keep this interlayer coupling alone for now. For $\mathbf k$ along $x$, $\pi=\kappa$ is real, and the Hamiltonian is unchanged by the exchange $A_1\leftrightarrow B_2$, $B_1\leftrightarrow A_2$. Form

$$a_\pm=\frac{A_1\pm B_2}{\sqrt2},\qquad b_\pm=\frac{B_1\pm A_2}{\sqrt2}.$$

Then $Ha_\pm=\kappa b_\pm$ and $Hb_\pm=\kappa a_\pm\pm\gamma_1b_\pm$. The $4\times4$ problem separates into

$$h_\pm=\begin{pmatrix}0&\kappa\\ \kappa&\pm\gamma_1\end{pmatrix},\qquad
E=\pm\frac{\gamma_1}{2}+sR,\quad R=\sqrt{\kappa^2+\frac{\gamma_1^2}{4}},\quad s=\pm1 .$$

The even block holds the energies $+\varepsilon_2$ and $-\varepsilon_1$; the odd block holds $+\varepsilon_1$ and $-\varepsilon_2$, with $\varepsilon_{1,2}=R\mp\gamma_1/2$. Squaring $\varepsilon_{1,2}\pm\gamma_1/2=R$ gives

$$\kappa_{1,2}(E)=\sqrt{E(E\pm\gamma_1)} .$$

At one carrier energy above $\gamma_1$ there are now two wave vectors instead of one.

### Why four channels survive

Two initial bands for each carrier and two final bands for each would give 16 combinations. Parity reduces them.

Define $\sin\alpha=\gamma_1/(2R)$. The upper state of a block is $(\cos\frac\theta2,\sin\frac\theta2)$ and the lower is $(-\sin\frac\theta2,\cos\frac\theta2)$, with $\theta=\pi/2+\alpha$ in the even block and $\pi/2-\alpha$ in the odd one.

*Light.* For polarization perpendicular to $\mathbf k$, the current operator $\partial H/\partial\kappa_y$ sends $a_\pm\to ib_\mp$ and $b_\pm\to-ia_\mp$. It changes parity and acts as $\sigma_y$ between the blocks. It therefore connects $-\varepsilon_i$ with $+\varepsilon_i$, with strength

$$\cos\frac{\theta_{\rm odd}-\theta_{\rm even}}2=\cos\alpha=\frac\kappa R .$$

For polarization along $\mathbf k$ the operator is $\sigma_x$ inside a block. It connects $-\varepsilon_i$ with the other conduction band, with strength $|\cos\theta|=\gamma_1/(2R)$. At $\kappa=1.2$ eV and $\gamma_1=0.40$ eV the two strengths are 0.986 and 0.164. Light thus creates mainly pairs $i$–$i$.

*Phonons.* For a backscattered state at $K'$, $\pi$ is again real and positive, so the same blocks apply. If the weak coupling between the layers' vibrations is neglected, the TO modes can be combined into a symmetric mode, with $\sigma_x$ in both layers, and an antisymmetric one, with opposite sign in layer 2. The first conserves parity and the second changes it. In both cases the electron element is $\sin[(\theta+\theta')/2]$, which gives

$$i\to i:\ \cos\frac{\alpha+\alpha'}2,\qquad i\to j\neq i:\ \cos\frac{\alpha-\alpha'}2 .$$

For $\kappa=1.2$ and $\kappa'=0.9$ eV these are 0.982 and 0.9996. Changing band costs no strength; it requires the antisymmetric mode. The hole elements have the same magnitudes and selection rule.

Since recombination also favours pairs $j$–$j$, electron and hole must change band together. The strong channels are $P_{11}$, $P_{12}$, $P_{21}$ and $P_{22}$, where $P_{ij}$ begins in pair $i$ and ends in pair $j$. The monolayer has one pair and hence one channel.

### From four channels to three maxima

With $E=E_L/2$ and $E'=E-\hbar\omega$, the resonant wave vectors are

$$q_{ij}=\kappa_i(E)+\kappa_j(E') .$$

Expanding the square root,

$$\kappa_{1,2}(E)=E\pm\frac{\gamma_1}2-\frac{\gamma_1^2}{8E}\pm\frac{\gamma_1^3}{16E^2}+\dots$$

At equal phonon energy this yields

$$q_{11}-q_{22}\approx2\gamma_1,\qquad
q_{12}-q_{21}\approx\frac{\gamma_1^3}{8}\left(\frac1{E^2}-\frac1{E'^2}\right).$$

In the mixed channels one wave vector is lengthened by $\gamma_1/2$ and the other shortened by the same amount. The order matters only at third order in $\gamma_1$.

The mixed channels also emit the same pair of antisymmetric phonons, so their amplitudes must be added before squaring. Their products of matrix elements are

$$L_{12}=\langle c_1|J|v_1\rangle\langle v_1|g|v_2\rangle\langle v_2|J|c_2\rangle\langle c_2|g|c_1\rangle$$

and $L_{21}$, obtained by exchanging 1 and 2. For $\kappa=\kappa'$, $g$ is real and symmetric, while the elements of $J$ are imaginary and change sign on reversal. Two reversals give $L_{21}=L_{12}$. The interference is constructive, and two equal amplitudes give four times the intensity of one.

### Numbers for green light

I take round, roughly typical values: $E_L=2.41$ eV, $v=10^6$ m/s, $\gamma_1=0.40$ eV and $\Gamma=0.10$ eV. Near the relevant $q$ the TO wavenumber is modelled as $1230+50q$ cm⁻¹, with $q$ in eV. The intercept is a parameter of this local line, not the frequency at the zone corner. The Raman shift is twice the TO wavenumber and changes by 100 cm⁻¹ per eV of $q$.

For the monolayer, $\hbar\omega=0.166$ eV and $q_0=2.41-0.166=2.244$ eV, or 3.41 nm⁻¹. The shift is $2(1230+50\times2.244)\approx2684$ cm⁻¹. A direct two-dimensional sum of the amplitude peaks at 2.243 eV. Its width is 0.152 eV, against 0.153 eV from the formula, which means 15 cm⁻¹. It departs from a Lorentzian of equal height and width by at most about 4% of the peak height.

In the bilayer, $\kappa_1$ is 1.391 eV before phonon emission and 1.222 eV after it, and $\kappa_2$ is 0.985 and 0.814 eV, all at the monolayer phonon energy. Solving with the phonon energy of each channel gives:

| Channel | $q$ (eV) | Raman shift (cm⁻¹) |
|---|---:|---:|
| $P_{22}$ | 1.802 | 2640.2 |
| $P_{12}$ | 2.205 | 2680.5 |
| $P_{21}$ | 2.208 | 2680.7 |
| $P_{11}$ | 2.611 | 2721.1 |

The outer channels are 81 cm⁻¹ apart, close to the $100\times2\gamma_1=80$ cm⁻¹ of the leading term. The mixed ones differ by 0.2 cm⁻¹. They lie almost 4 cm⁻¹ below the monolayer line because of the term $-\gamma_1^2/(8E)$.

The summed amplitude, with all 16 combinations kept, has three maxima. From low to high shift their heights are 0.15, 1.00 and 0.35 of the highest. At the middle peak, the coherent intensity is 4.00 times the mean of the two mixed channels taken singly. $P_{22}$ is weaker than $P_{11}$ largely because the number of phonon states grows as $q$ and the amplitude squared as $1/b$, where in the bilayer $R$ and $R'$ take the place of $\kappa$ and $\kappa'$ in $b$; together these give a ratio of 0.48, against a computed 0.41. The optical and phonon elements, smaller for pair 2, lower it further.

Removing the cause removes the effect. With $\gamma_1=0$ the two-layer calculation gives one peak at 2.2435 eV, the monolayer position within 0.001 eV. In this model the structure therefore signals coupling between layers, and a single peak does not by itself prove that there is one layer.

In the opposite direction, lowering $E_L$ closes channels. Starting in pair 2 requires $E_L/2>\gamma_1$, and ending there requires $E_L/2-\hbar\omega>\gamma_1$. With the present numbers the second condition fails below about 1.1 eV, where $P_{12}$ and $P_{22}$ lose their full resonance.

### What separates the two middle lines of a fit?

Two equal lines of the derived shape, added as intensities, show a dip between them when their distance exceeds that between the inflection points of one line. With $x=D/\Gamma$, the second derivative of $(1+x^2)^{-3/2}$ is proportional to $4x^2-1$, so the points are at $x=\pm\frac12$ and the distance is $\Gamma$. This corresponds to 10 cm⁻¹, far above 0.2 cm⁻¹.

Real bands are not isotropic. To locate the resonances of $D_1$ and $D_3$, I used the lattice dispersion of the nearest-neighbour tight-binding model, whose warping is only approximate at these energies, and included the skew couplings $\gamma_3=0.30$ eV (between $A_1$ and $B_2$) and $\gamma_4=0.14$ eV (between $A_1$ and $A_2$, and between $B_1$ and $B_2$), keeping the phonons isotropic. The sign of the $A_1$–$B_2$ hopping relative to that of $\gamma_1$ matters. I first take the two signs opposite, as in a common form of the Hamiltonian. I examined carriers displaced from their corner along K–Γ and along K–M. The phonon wave vector, measured from its own corner, then points toward M and toward Γ, respectively; the directions named below are those of the carriers. In both cases the distance between $P_{12}$ and $P_{21}$ is still at most 3.8 cm⁻¹. Relative to the monolayer line of the same direction, however, the mixed pair lies at about $-7$ cm⁻¹ along K–Γ and $+2$ cm⁻¹ along K–M. The spread is thus 9 cm⁻¹. The overlap of the carbon $p_z$ orbitals, however, favours equal signs. The mixed pair then lies at about 0 cm⁻¹ along K–Γ and $-8$ cm⁻¹ along K–M: the order of the two directions is reversed, but the spread, 8 cm⁻¹, is similar.

A splitting of the bilayer TO branches can add to it. Both phonons of a mixed channel are antisymmetric, so raising that branch by $\delta$ moves the line by $2\delta$. If $\delta$ differs by 5 cm⁻¹ between the two directions, the spread changes by 10 cm⁻¹, up or down according to the sign. These positions leave out the middle state, in which only one carrier has been scattered. Here $\gamma_4$ matters, because it makes electron and hole bands unequal. For $\mathbf k$ along $x$ it replaces $\kappa$ by $(1-r)\kappa$ in the even block and by $(1+r)\kappa$ in the odd one, with $r=\gamma_4/\gamma_0\approx0.045$ and $\gamma_0\approx3.09$ eV the hopping within a layer. In a mixed channel the electron and hole of the middle state belong to the same block, so their energy shifts add to about $\Delta=rq\approx0.10$ eV. The sign depends on which carrier scatters first.

Write $\bar D_2=(D_1+D_3)/2$. The two time orders then contribute

$$\frac1{\bar D_2+\Delta}+\frac1{\bar D_2-\Delta}=\frac{2\bar D_2}{\bar D_2^2-\Delta^2}.$$

The integral over $u$ supplies a factor $1/\bar D_2$, which cancels the numerator. With $\bar D_2=z-by^2$, the integral over $y$ gives an amplitude proportional to

$$\frac1\Delta\left[\frac1{\sqrt{z-\Delta}}-\frac1{\sqrt{z+\Delta}}\right].$$

Each mixed channel thus has two resonances, $2\Delta\approx0.20$ eV or 20 cm⁻¹ apart. At $\Gamma=0.10$ eV they merge into one broad maximum, with 0.41 of the central intensity found for $\Delta=0$. At $\Gamma=0.05$ eV they form two shallow maxima about 14 cm⁻¹ apart. The peak heights given earlier therefore hold for $\gamma_1$ alone; $\gamma_4$ lowers the middle peak relative to the outer ones.

The two middle lines of a four-line fit may reflect these two time orders, the direction of the carriers, or both. The present calculation does not decide between them, but the small difference between $q_{12}$ and $q_{21}$ is not enough by itself.

### How far the model can be trusted

A measured monolayer 2D width is roughly 25 cm⁻¹, against 15 cm⁻¹ here; phonon lifetime and anisotropy are missing from the line shape. The anisotropy is a large omission, and in the bilayer the electron–hole asymmetry from $\gamma_4$ is comparable. With isotropic phonons, the warped monolayer bands would separate the contributions of carriers along K–M and K–Γ by 29 cm⁻¹. A single narrow peak requires this to be offset by warping of the phonon dispersion, or one direction to dominate. In the bilayer the distance between $P_{11}$ and $P_{22}$ becomes 55 cm⁻¹ along K–Γ and 123 cm⁻¹ along K–M if the $A_1$–$B_2$ hopping and $\gamma_1$ have opposite signs, and about 95 and 70 cm⁻¹ if they have equal signs, so the isotropic value of 81 cm⁻¹ is an estimate of scale.

The following effects are smaller. For the monolayer, electron-only and hole-only scattering, taken as equal and in phase, have 0.4% of the main intensity. That is 6% in amplitude, so interference could change the peak height by about 13%. With $\gamma_1$ as the only interlayer coupling, bilayer scattering with incident and scattered light both polarized along $\mathbf q$ reaches 0.4% of the transverse peak, and the thermal phonon occupation at 300 K is 0.0016. These affect heights far more than the count of channels, which rests on two band pairs, the optical selection rule and strong phonon coupling both within and between the pairs. The numerical output below lists the parameters and, for the skew couplings, the results with opposite signs; reversing the sign of `GAMMA3` in the program gives the equal-sign values.

## Computed results

```
Laser photon energy: 2.41 eV
Dirac velocity: 1.00e+06 m/s; hbar v: 0.6582 eV nm
Dimer coupling gamma1: 0.40 eV; broadening: 0.10 eV
TO fit: intercept 1230 cm^-1, slope 50 cm^-1/eV
Monolayer phonon energy: 0.1664 eV
Carrier energy before, after: 1.2050, 1.0386 eV
Monolayer hbar v q, formula: 2.2436 eV; q: 3.409 nm^-1
Monolayer hbar v q, amplitude peak: 2.2434 eV
Same with half broadening: 2.2433 eV
Monolayer 2D shift, formula: 2684.4 cm^-1
Monolayer FWHM in hbar v q, formula: 0.1533 eV
Monolayer FWHM in hbar v q, amplitude: 0.1521 eV
Monolayer FWHM, amplitude: 15.2 cm^-1
Largest misfit to Lorentzian / peak height: 0.042
Separation needed to split equal lines: 9.9 cm^-1
Bilayer kappa_1 before, after: 1.3907, 1.2223 eV
Bilayer kappa_2 before, after: 0.9849, 0.8144 eV
P11: hbar v q formula 2.6107 eV, amplitude 2.6107 eV; q 3.966 nm^-1
P11: 2D shift 2721.1 cm^-1; from monolayer +36.7 cm^-1; height/P11 1.00
P12: hbar v q formula 2.2053 eV, amplitude 2.2055 eV; q 3.350 nm^-1
P12: 2D shift 2680.5 cm^-1; from monolayer -3.8 cm^-1; height/P11 0.67
P21: hbar v q formula 2.2075 eV, amplitude 2.2075 eV; q 3.354 nm^-1
P21: 2D shift 2680.7 cm^-1; from monolayer -3.6 cm^-1; height/P11 0.72
P22: hbar v q formula 1.8021 eV, amplitude 1.8031 eV; q 2.738 nm^-1
P22: 2D shift 2640.2 cm^-1; from monolayer -44.1 cm^-1; height/P11 0.41
P12 to P21 distance: 0.21 cm^-1
Coherent P12+P21 / mean single channel: 4.00
Number of bilayer maxima: 3
Bilayer maxima on the q grid (cm^-1): 2640.0, 2680.0, 2720.0
Their heights / highest: 0.15, 1.00, 0.35
Peak for gamma1 = 0: 2.2435 eV in hbar v q
Test kappa before, after: 1.2, 0.9 eV
Optical i-i, i-j elements / v: 0.9864, 0.1644
Phonon i-i, i-j elements: 0.9816, 0.9996
Electron-only plus hole-only / main intensity bound: 0.0040
Longitudinal / transverse peak intensity: 0.0042
Tight-binding gamma0, gamma3, gamma4: 3.090, 0.3, 0.14 eV
Monolayer K-M minus K-Gamma, isotropic phonon: +28.9 cm^-1
Offsets P11,P12,P21,P22 from monolayer, K-Gamma (cm^-1): +20.6, -7.8, -5.9, -34.3
Offsets P11,P12,P21,P22 from monolayer, K-M (cm^-1): +63.6, +4.1, +0.2, -59.3
Largest P12-P21 distance with warping: 3.8 cm^-1
Thermal phonon occupation at 300 K: 0.00160
```
